**Dirac 1s overlap and the sudden-change probability**

The program evaluates the overlap S of the Dirac 1s states of point charges Z and Z+1, and the probability p = 1 − S² that a sudden charge change empties the 1s state. Here α is the fine-structure constant, γ = √(1 − (Zα)²), and η is the small-step probability divided by 3/(4Z²), per squared charge step. Assertions confirm that the radial functions solve the Dirac equations and that the closed form of S agrees with quadrature and with a finite-basis diagonalization. Further assertions cover the nonrelativistic and large-Z limits, the coefficient 4/3 of (Zα)², and the mean-radius, shape and spinor parts of η. Basis completeness and the stability of the negative-energy weight between 30 and 60 functions per component are also asserted. At Z = 80 the output gives p = 2.0015 × 10⁻⁴, which is 1.73 times the nonrelativistic value at the same Z. The negative-energy states carry about 0.13% of p.

## Numerical verification

```python
# Result under test: overlap S of the Dirac 1s states of point charges Za and Zb,
#   S = spinor factor * power factor * gamma-function factor,
# and the probability 1 - S^2 that a sudden change Za -> Zb empties the 1s state.
# Hartree atomic units: c = 1/alpha, gamma = sqrt(1 - (Z alpha)^2).
# Large and small radial functions are both proportional to r^gamma exp(-Z r).
# eta is the small-step probability divided by 3/(4 Z^2), per squared charge step.
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure
from scipy.linalg import eigh
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln

mp.mp.dps = 30
C = 1 / mp.mpf(fine_structure)


def gam(Z, c=C):
    return mp.sqrt(1 - (mp.mpf(Z) / c) ** 2)


def factors(Za, Zb, c=C):
    Za, Zb = mp.mpf(Za), mp.mpf(Zb)
    ga, gb = gam(Za, c), gam(Zb, c)
    spinor = (mp.sqrt((1 + ga) * (1 + gb)) + mp.sqrt((1 - ga) * (1 - gb))) / 2
    power = ((2 * Za) ** (ga + 0.5) * (2 * Zb) ** (gb + 0.5)
             / (Za + Zb) ** (ga + gb + 1))
    gammas = mp.gamma(ga + gb + 1) / mp.sqrt(
        mp.gamma(2 * ga + 1) * mp.gamma(2 * gb + 1))
    return spinor, power, gammas


def prob(Za, Zb, c=C):
    s, p, g = factors(Za, Zb, c)
    return 1 - (s * p * g) ** 2


def prob_nr(Z):
    return 1 - (1 - 1 / mp.mpf(2 * Z + 1) ** 2) ** 3


def eta_parts(Z, c=C):
    x, g = mp.mpf(Z) / c, gam(Z, c)
    k = 2 * g + 1
    size = k * (1 + 2 * x**2 / (g * k)) ** 2 / 3
    shape = 4 * x**4 / g**2 * (mp.psi(1, k) - 1 / k) / 3
    rotation = x**2 / g**2 / 3
    return size, shape, rotation


def integrate(f, length):
    return mp.quad(f, [0, length, 5 * length, 20 * length, 80 * length])


def radial_pair(Z):
    Z = mp.mpf(Z)
    g = gam(Z)
    large = lambda r: r**g * mp.exp(-Z * r)
    small = lambda r: -Z / C / (1 + g) * r**g * mp.exp(-Z * r)
    return large, small


Z, Zp = 80, 81
ga, gb = gam(Z), gam(Zp)

# The radial pair solves the coupled Dirac equations for kappa = -1.
P, Q = radial_pair(Z)
E = C**2 * ga
for r in (mp.mpf("0.003"), mp.mpf("0.02")):
    e1 = (-Z / r + C**2 - E) * P(r) + C * (-mp.diff(Q, r) - Q(r) / r)
    e2 = C * (mp.diff(P, r) - P(r) / r) + (-Z / r - C**2 - E) * Q(r)
    assert abs(e1) < 1e-8 and abs(e2) < 1e-8

# Overlap from its definition, with norms also found by quadrature.
P2, Q2 = radial_pair(Zp)
L = mp.mpf(1) / Z
n1 = integrate(lambda r: P(r) ** 2 + Q(r) ** 2, L)
n2 = integrate(lambda r: P2(r) ** 2 + Q2(r) ** 2, L)
n12 = integrate(lambda r: P(r) * P2(r) + Q(r) * Q2(r), L)
S_quad = n12 / mp.sqrt(n1 * n2)
spinor, power, gammas = factors(Z, Zp)
S = spinor * power * gammas
assert abs(S_quad - S) < 1e-14
r_mean = integrate(lambda r: r * (P(r) ** 2 + Q(r) ** 2), L) / n1
assert abs(r_mean - (2 * ga + 1) / (2 * Z)) < 1e-14

# Nonrelativistic limit: hydrogenic quadrature, large c, then large Z.
for z in (1, 10):
    h = lambda a, b: integrate(lambda r: r**2 * mp.exp(-(a + b) * r), mp.mpf(1) / z)
    direct = 1 - h(z, z + 1) ** 2 / (h(z, z) * h(z + 1, z + 1))
    assert abs(direct - prob_nr(z)) < 1e-12
    assert abs(prob(z, z + 1, mp.mpf(10) ** 8) - direct) < 1e-12
big = 1000
ratio = prob(big, big + 1, mp.mpf(10) ** 9) * 4 * big**2 / 3
assert abs(ratio - (1 - mp.mpf(1) / big)) < 2e-6


# Small-step law: size, shape and spinor parts each from their own change.
def gamma_loss(k1, m1, k2, m2):
    # 1 - overlap^2 of square roots of gamma densities (exponent k, mean m)
    f = lambda k, m: (lambda r: r ** ((k - 1) / 2) * mp.exp(-k * r / (2 * m)))
    a, b = f(k1, m1), f(k2, m2)
    ab = integrate(lambda r: a(r) * b(r), m1)
    aa = integrate(lambda r: a(r) ** 2, m1)
    bb = integrate(lambda r: b(r) ** 2, m1)
    return 1 - ab**2 / (aa * bb)


step = mp.mpf("0.01")
zl, zr = Z - step / 2, Z + step / 2
kl, kr, km = 2 * gam(zl) + 1, 2 * gam(zr) + 1, 2 * ga + 1
ml, mr, mm = kl / (2 * zl), kr / (2 * zr), km / (2 * Z)
unit = 3 * step**2 / (4 * mp.mpf(Z) ** 2)
measured = (gamma_loss(km, ml, km, mr) / unit,
            gamma_loss(kl, mm, kr, mm) / unit,
            (1 - factors(zl, zr)[0] ** 2) / unit)
for got, law in zip(measured, eta_parts(Z)):
    assert abs(got / law - 1) < 1e-5
assert abs(prob(zl, zr) / unit / sum(eta_parts(Z)) - 1) < 1e-5

# Leading relativistic correction, from the full overlap at small Z alpha.
z, c_big, st = mp.mpf(1), mp.mpf(1000), mp.mpf("1e-6")
u = 3 * st**2 / (4 * z**2)
rel = prob(z - st / 2, z + st / 2, c_big) / u
nonrel = prob(z - st / 2, z + st / 2, mp.mpf(10) ** 9) / u
slope = (rel - nonrel) * c_big**2
assert abs(slope - mp.mpf(4) / 3) < 1e-4


# Independent road: diagonalize the Dirac Hamiltonian of the new charge.
def final_state_weights(n):
    c, a0, b0 = float(C), float(ga), float(gb)
    a, lam, idx = 2 * b0, float(Z), np.arange(n)
    x, w = roots_genlaguerre(n + 2, a - 1)
    norm = np.exp(0.5 * (gammaln(idx + 1) - gammaln(idx + a + 1)))[:, None]
    lag = norm * eval_genlaguerre(idx[:, None], a, x[None, :])
    dlag = np.zeros_like(lag)
    dlag[1:] = -norm[1:] * eval_genlaguerre(idx[:-1, None], a + 1, x[None, :])
    assert np.allclose((lag * w * x) @ lag.T, np.eye(n), atol=1e-9)
    inv_r = 2 * lam * (lag * w) @ lag.T
    deriv = 2 * lam * (lag * w) @ (x * dlag + b0 * lag - x * lag / 2).T
    low = c * (deriv - inv_r)
    one = np.eye(n)
    H = np.block([[c**2 * one - Zp * inv_r, low.T],
                  [low, -c**2 * one - Zp * inv_r]])
    energy, vec = eigh(H)
    y, v = roots_genlaguerre(n + 2, a0 + b0)
    proj = (norm * eval_genlaguerre(idx[:, None], a, y[None, :])) @ v
    proj = proj / np.exp(0.5 * gammaln(2 * a0 + 1))
    start = np.concatenate([np.sqrt((1 + a0) / 2) * proj,
                            -np.sqrt((1 - a0) / 2) * proj])
    return energy, (vec.T @ start) ** 2


n_small, n_large = 30, 60
_, w_small = final_state_weights(n_small)
energy, weight = final_state_weights(n_large)
c2 = float(C) ** 2
assert energy[n_large - 1] < -0.9 * c2
assert abs(energy[n_large] / (c2 * float(gb)) - 1) < 1e-9
assert abs(energy[n_large + 1] / (c2 * np.sqrt((1 + float(gb)) / 2)) - 1) < 1e-9
assert abs(weight[n_large] - float(S**2)) < 1e-9
P_D, P_NR = prob(Z, Zp), prob_nr(Z)
negative = weight[:n_large].sum()
negative_small = w_small[:n_small].sum()
positive = weight[n_large + 1:].sum()
missing = 1 - weight.sum()
assert abs(missing) < 1e-3 * float(P_D)
assert abs(negative_small / negative - 1) < 0.05

mid = mp.mpf(Z) + mp.mpf(1) / 2
parts = eta_parts(mid)
P_mid = 3 * sum(parts) / (4 * mid**2)
assert abs(P_mid / P_D - 1) < 5e-4


def show(label, value, digits=7, unit_name="(dimensionless)"):
    print(f"{label} = {mp.nstr(mp.mpf(value), digits)} {unit_name}")


show("speed of light c", C, 9, "a.u.")
show("Z alpha at Z=80", Z / C)
show("Z alpha at Z=81", Zp / C)
show("gamma at Z=80", ga, 10)
show("gamma at Z=81", gb, 10)
show("1s mean radius, Z=80", (2 * ga + 1) / (2 * Z), 7, "bohr")
show("1s mean radius, Z=81", (2 * gb + 1) / (2 * Zp), 7, "bohr")
show("Gamma(gamma+gamma'+1)", mp.gamma(ga + gb + 1), 10)
show("Gamma(2 gamma+1)", mp.gamma(2 * ga + 1), 10)
show("Gamma(2 gamma'+1)", mp.gamma(2 * gb + 1), 10)
show("spinor factor", spinor, 10)
show("power factor", power, 10)
show("gamma-function factor", gammas, 10)
show("overlap S", S, 10)
show("overlap S by quadrature", S_quad, 10)
show("P = 1-S^2, Dirac", P_D)
show("P_NR, nonrelativistic", P_NR)
show("3/(4Z^2)", mp.mpf(3) / (4 * Z**2))
show("enhancement P/P_NR", P_D / P_NR, 6)
show("P divided by 3/(4Z^2)", P_D * 4 * Z**2 / 3, 6)
show("eta at 80.5: size part", parts[0], 6)
show("eta at 80.5: shape part", parts[1], 6)
show("eta at 80.5: spinor part", parts[2], 6)
show("eta at 80.5: sum", sum(parts), 6)
show("P from eta at 80.5", P_mid)
show("1+(4/3)(Z alpha)^2 at 80.5", 1 + 4 * (mid / C) ** 2 / 3, 6)
show("measured coefficient of (Z alpha)^2", slope, 6)
show("P by diagonalization", 1 - weight[n_large], 6)
show("weight on 2s of Z=81", weight[n_large + 1], 5)
show("weight on all excited positive-energy states", positive, 5)
show("weight on negative-energy states, 60 functions", negative, 3)
show("weight on negative-energy states, 30 functions", negative_small, 3)
show("weight missed by basis, 60 functions", missing, 2)
show("positive-energy enhancement", positive / float(P_NR), 4)
print("Z | P Dirac | P_NR | 3/(4Z^2) | P/P_NR | P*4Z^2/3 (dimensionless)")
for z in (1, 10, 24, 40, 60, 80):
    pd, pn, simple = prob(z, z + 1), prob_nr(z), mp.mpf(3) / (4 * z**2)
    print(z, "|", " | ".join(mp.nstr(q, 5) for q in
                             (pd, pn, simple, pd / pn, pd / simple)))
print("all good")
```

Printed output:

```
speed of light c = 137.035999 a.u.
Z alpha at Z=80 = 0.5837882 (dimensionless)
Z alpha at Z=81 = 0.5910856 (dimensionless)
gamma at Z=80 = 0.8119059869 (dimensionless)
gamma at Z=81 = 0.8066088665 (dimensionless)
1s mean radius, Z=80 = 0.01639882 bohr
1s mean radius, Z=81 = 0.01613097 bohr
Gamma(gamma+gamma'+1) = 1.449759024 (dimensionless)
Gamma(2 gamma+1) = 1.455614182 (dimensionless)
Gamma(2 gamma'+1) = 1.443946212 (dimensionless)
spinor factor = 0.9999898361 (dimensionless)
power factor = 0.9999165912 (dimensionless)
gamma-function factor = 0.9999934923 (dimensionless)
overlap S = 0.999899921 (dimensionless)
overlap S by quadrature = 0.999899921 (dimensionless)
P = 1-S^2, Dirac = 0.000200148 (dimensionless)
P_NR, nonrelativistic = 0.0001157318 (dimensionless)
3/(4Z^2) = 0.0001171875 (dimensionless)
enhancement P/P_NR = 1.72941 (dimensionless)
P divided by 3/(4Z^2) = 1.70793 (dimensionless)
eta at 80.5: size part = 1.53398 (dimensionless)
eta at 80.5: shape part = 0.0198692 (dimensionless)
eta at 80.5: spinor part = 0.175636 (dimensionless)
eta at 80.5: sum = 1.72949 (dimensionless)
P from eta at 80.5 = 0.0002001642 (dimensionless)
1+(4/3)(Z alpha)^2 at 80.5 = 1.46011 (dimensionless)
measured coefficient of (Z alpha)^2 = 1.33333 (dimensionless)
P by diagonalization = 0.000200148 (dimensionless)
weight on 2s of Z=81 = 8.5738e-5 (dimensionless)
weight on all excited positive-energy states = 0.00019989 (dimensionless)
weight on negative-energy states, 60 functions = 2.59e-7 (dimensionless)
weight on negative-energy states, 30 functions = 2.61e-7 (dimensionless)
weight missed by basis, 60 functions = 3.3e-10 (dimensionless)
positive-energy enhancement = 1.727 (dimensionless)
Z | P Dirac | P_NR | 3/(4Z^2) | P/P_NR | P*4Z^2/3 (dimensionless)
1 | 0.29771 | 0.29767 | 0.75 | 1.0001 | 0.39694
10 | 0.0068405 | 0.0067873 | 0.0075 | 1.0078 | 0.91207
24 | 0.001304 | 0.001249 | 0.0013021 | 1.0441 | 1.0015
40 | 0.00051595 | 0.00045718 | 0.00046875 | 1.1285 | 1.1007
60 | 0.00027226 | 0.00020489 | 0.00020833 | 1.3288 | 1.3068
80 | 0.00020015 | 0.00011573 | 0.00011719 | 1.7294 | 1.7079
all good
```
